# Transmission and heat flow through one mass defect in a harmonic chain

## Result

**Theorem.** An infinite chain of point masses has lattice spacing $a$ and equal nearest-neighbour springs $K$. Every mass is $m$, except that site 0 has mass $m+dm$. Write $\varepsilon=dm/m>-1$. A harmonic wave of wave number $q$, with $0<qa<\pi$, that arrives at the defect is transmitted with energy probability

$$\mathcal T=\frac{1}{1+\varepsilon^2\tan^2(qa/2)} .\tag{1}$$

For $\varepsilon\neq0$, $\mathcal T\to1$ as $qa\to0$ and $\mathcal T\to0$ as $qa\to\pi$.

Long waves pass freely and zone-edge waves are blocked in the sense of these limits. For $\varepsilon\neq0$ and any $q$ strictly inside the range, some energy passes and some is reflected. At $qa=\pi$ itself the group velocity vanishes, so no incident flux exists from which to define a probability.

The assumptions are purely harmonic forces, displacements $u_n$ along the chain, and a defect that changes one mass but no spring. The phase advance per site is $\theta=qa$. Complex displacements carry the time factor $e^{-i\omega t}$, and their real parts are physical.

## The perfect chain

**Lemma 1.** In the perfect chain, with $\omega_m=2\sqrt{K/m}$,

$$m\omega^2=2K(1-\cos\theta),\qquad \omega=\omega_m\sin\frac{\theta}{2},\qquad v=\frac{d\omega}{dq}=\frac{a\omega_m}{2}\cos\frac{\theta}{2}.\tag{2}$$

A wave $u_n=Ae^{i\theta n}$ carries the mean power

$$P=\tfrac12 K\omega|A|^2\sin\theta .\tag{3}$$

*Proof.* Newton's equation is $-m\omega^2u_n=K(u_{n+1}+u_{n-1}-2u_n)$. Inserting $e^{i\theta n}$ gives $-m\omega^2=K(2\cos\theta-2)$, the first relation. Since $1-\cos\theta=2\sin^2(\theta/2)$, it becomes $\omega^2=(4K/m)\sin^2(\theta/2)$. The positive root gives the second relation, and differentiation with $\theta=qa$ gives the third.

The spring between sites $n$ and $n+1$ exerts the force $K(u_n-u_{n+1})$ on site $n+1$, whose velocity is $-i\omega u_{n+1}$. The time average of a product of two real oscillations is half the real part of one complex amplitude times the conjugate of the other. Hence

$$P=\tfrac12\mathrm{Re}\left[i\omega K(u_n-u_{n+1})u_{n+1}^*\right]=-\tfrac12\omega K\,\mathrm{Im}(u_nu_{n+1}^*).\tag{4}$$

The term $i|u_{n+1}|^2$ is imaginary and drops out. For the travelling wave $u_nu_{n+1}^*=|A|^2e^{-i\theta}$, which gives (3). $\square$

This power is energy density times group velocity. The mean kinetic energy per site is $\frac14m\omega^2|A|^2$. The mean spring energy is $\frac14K|A|^2|1-e^{i\theta}|^2=\frac14K|A|^2\,4\sin^2(\theta/2)$, which is the same amount. Their sum times $v/a$ is

$$\tfrac12m\omega^2|A|^2\,\frac{\omega_m}{2}\cos\frac\theta2
=\tfrac12\omega|A|^2\,\frac{m\omega_m^2}{2}\sin\frac\theta2\cos\frac\theta2
=\tfrac12K\omega|A|^2\sin\theta,$$

because $m\omega_m^2=4K$ and $2\sin(\theta/2)\cos(\theta/2)=\sin\theta$.

## Proof of the theorem

For a unit wave from the left, the displacements are

$$u_n=e^{i\theta n}+re^{-i\theta n}\quad(n\le0),\qquad u_n=te^{i\theta n}\quad(n\ge0).$$

Each form satisfies the equations of motion on its own side. Both describe site 0, so $1+r=t$. The remaining equation is that of site 0:

$$-(1+\varepsilon)m\omega^2t=K(u_1+u_{-1}-2t).\tag{5}$$

Here $u_1=te^{i\theta}$. With $r=t-1$,

$$u_{-1}=e^{-i\theta}+(t-1)e^{i\theta}=te^{i\theta}-2i\sin\theta .\tag{6}$$

Divide (5) by $K$ and use $m\omega^2/K=2(1-\cos\theta)$:

$$-2(1+\varepsilon)(1-\cos\theta)t=2te^{i\theta}-2t-2i\sin\theta .$$

On the right, $2te^{i\theta}-2t=-2(1-\cos\theta)t+2i\sin\theta\,t$. The term $-2(1-\cos\theta)t$ occurs on both sides and cancels, leaving

$$-\varepsilon(1-\cos\theta)t=i\sin\theta\,(t-1).$$

Divide by $i\sin\theta$, which is nonzero. Since $(1-\cos\theta)/\sin\theta=\tan(\theta/2)$ and $-1/i=i$,

$$t-1=i\varepsilon\tan\frac\theta2\;t,
\qquad t=\frac{1}{1-i\varepsilon\tan(\theta/2)},
\qquad r=\frac{i\varepsilon\tan(\theta/2)}{1-i\varepsilon\tan(\theta/2)}.\tag{7}$$

The denominator has real part 1, so it cannot vanish. The chains on both sides are identical, so the factors $\frac12K\omega\sin\theta$ in (3) cancel in the ratio of transmitted to incident power. Therefore $\mathcal T=|t|^2$, which is (1).

Energy is conserved. For the left-hand wave,

$$u_nu_{n+1}^*=e^{-i\theta}+|r|^2e^{i\theta}+r^*e^{i\theta(2n+1)}+re^{-i\theta(2n+1)}.$$

The last two terms are complex conjugates, so their sum is real and does not contribute to (4). The power on the left is thus $\frac12K\omega\sin\theta(1-|r|^2)$, and (7) gives $|r|^2+|t|^2=1$. $\square$

**Remark on the sign of $dm$.** Equation (1) contains $\varepsilon^2$, so added and removed mass of equal size transmit equally. The phase of $t$ is $\arctan[\varepsilon\tan(\theta/2)]$ and does change sign. With the present time factor, a positive phase means that the transmitted oscillation lags.

## The same result from Green functions

Let a force $f$ at frequency $\omega$ act on site 0, and define $G_{00}=-u_0/f$. With a small positive imaginary part added to $\omega$, the response must decay away from the source. Because $d\omega/dq>0$, this also gives $q$ a positive imaginary part. The decaying response is therefore $u_n=u_0e^{i\theta|n|}$, an outgoing wave on each side.

Each half-chain then contributes $Ke^{i\theta}u_0$ to the equation of site 0. Writing this contribution as $-\Sigma u_0$ defines the self-energy $\Sigma$ and the coupling rate $\Gamma$, here in units of a spring constant:

$$\Sigma=-Ke^{i\theta},\qquad \Gamma=-2\,\mathrm{Im}\,\Sigma=2K\sin\theta .$$

The driven equation of site 0 gives

$$G_{00}^{-1}=(1+\varepsilon)m\omega^2-2K-2\Sigma=\varepsilon m\omega^2+2iK\sin\theta,\tag{8}$$

since $-2K+2K\cos\theta=-m\omega^2$ cancels the inertia of the host mass.

An incident wave acts as such a force. By (6), $u_{-1}$ is the outgoing value $te^{i\theta}$ plus $-2i\sin\theta$, so $f=-2iK\sin\theta=-i\Gamma$. Since $u_0=t$, it follows that $t=-G_{00}f=i\Gamma G_{00}$ and

$$\mathcal T=\Gamma^2|G_{00}|^2=\frac{4K^2\sin^2\theta}{(\varepsilon m\omega^2)^2+4K^2\sin^2\theta}.\tag{9}$$

This is the Caroli formula for two equal leads. It agrees with (1) because

$$\frac{\varepsilon m\omega^2}{2K\sin\theta}
=\frac{4\varepsilon K\sin^2(\theta/2)}{4K\sin(\theta/2)\cos(\theta/2)}
=\varepsilon\tan\frac\theta2 .\tag{10}$$

The ratio explains both limits. Its numerator is the extra inertial force per unit displacement. Its denominator is the damping force per unit displacement caused by radiation into the two half-chains. For long waves the first falls as $\theta^2$ and the second as $\theta$, so the extra inertia becomes negligible. At the zone edge the extra inertia tends to $4\varepsilon K$ while the damping tends to zero.

**Remark on the mass-only assumption.** Suppose site 0 is also tied to a fixed support by a spring $k_0>0$. This subtracts $k_0$ from (8), and the ratio becomes $(\varepsilon m\omega^2-k_0)/(2K\sin\theta)$. As $\theta\to0$ its magnitude grows without bound, so long waves are then blocked. Free passage of long waves relies on a perturbation that vanishes quickly enough with frequency.

## Limits and frequency dependence

**Corollary 1.** For fixed $\varepsilon\ne0$, to leading order,

$$1-\mathcal T\simeq\frac{\varepsilon^2\theta^2}{4}\quad(\theta\to0),\qquad
\mathcal T\simeq\frac{(\pi-\theta)^2}{4\varepsilon^2}\quad(\theta\to\pi).$$

With $y=\omega/\omega_m$, the transmission is

$$\mathcal T=\frac{1-y^2}{1-(1-\varepsilon^2)y^2},\tag{11}$$

and it equals $1/2$ at $\omega=\omega_m/\sqrt{1+\varepsilon^2}$.

*Proof.* The first limit uses $\tan(\theta/2)\simeq\theta/2$. The second uses $\tan(\theta/2)=\cot[(\pi-\theta)/2]\simeq2/(\pi-\theta)$. Since $y=\sin(\theta/2)$, $\tan^2(\theta/2)=y^2/(1-y^2)$, and (1) becomes (11). Half transmission requires $\tan^2(\theta/2)=1/\varepsilon^2$. Then $y^2=\tan^2(\theta/2)/[1+\tan^2(\theta/2)]=1/(1+\varepsilon^2)$. $\square$

The long-wave estimate requires $|\varepsilon|\theta\ll1$ as well as $\theta\ll1$. A very heavy defect therefore has a narrow window of free passage. In the same way the zone-edge estimate requires $\pi-\theta\ll|\varepsilon|$ as well as $\pi-\theta\ll1$, so a weak defect blocks only a narrow window next to the edge.

## The bound mode of a light defect

**Lemma 2.** A mode localized at the defect exists if and only if $-1<\varepsilon<0$. It has

$$\omega_L=\frac{\omega_m}{\sqrt{1-\varepsilon^2}},\qquad u_n=u_0\lambda^{|n|},\qquad \lambda=-\frac{1-|\varepsilon|}{1+|\varepsilon|}.$$

*Proof.* A decaying solution on either side is a power $\lambda^{|n|}$ with $|\lambda|<1$, and both sides share the value $u_0$. The equations away from the defect and at site 0 are

$$m\omega^2=K\left(2-\lambda-\frac1\lambda\right)=-\frac{K(1-\lambda)^2}{\lambda},\qquad
(1+\varepsilon)m\omega^2=2K(1-\lambda).$$

Substitute the first into the second and divide by $K(1-\lambda)\neq0$. This gives $-(1+\varepsilon)(1-\lambda)=2\lambda$, or $\lambda(\varepsilon-1)=1+\varepsilon$. For $\varepsilon=1$ there is no solution. Otherwise $\lambda=-(1+\varepsilon)/(1-\varepsilon)$, whose magnitude is below 1 precisely when $\varepsilon<0$. Then $1-\lambda=2/(1-\varepsilon)$, and the second equation gives $m\omega^2=4K/(1-\varepsilon^2)$. $\square$

The mode lies above the band. Its displacements can be taken real, so (4) gives zero mean power. It holds energy but carries no steady heat in the harmonic chain. The equality of $\mathcal T$ for $\pm\varepsilon$ thus does not mean that the two defects have the same vibrational spectrum.

## Heat current and conductance

**Proposition.** Let the incoming waves on the left and right be thermal at temperatures $T_L$ and $T_R$. The steady heat current is

$$J=\int_0^{\omega_m}\frac{d\omega}{2\pi}\,\mathcal T(\omega)\left[E(\omega,T_L)-E(\omega,T_R)\right],\tag{12}$$

where $E=k_BT$ classically and $E=\hbar\omega/(e^{\hbar\omega/k_BT}-1)$ in quantum mechanics.

*Proof.* A long lead of length $\ell$ has $\ell\,dq/2\pi$ travelling modes in $dq$. Those moving toward the defect bring the power $(dq/2\pi)vE=(d\omega/2\pi)E$, since $v\,dq=d\omega$. Different thermal modes have independent phases, so their powers add. A fraction $\mathcal T$ passes. The defect is symmetric under reflection, so the same fraction applies from the right. The quantum equations of motion are the same linear equations, with the same $t$, and the zero-point contributions of the two sides cancel. $\square$

For a small temperature difference, the conductance $\mathcal G$ is the derivative of (12). With $x=\hbar\omega/k_BT$, $\partial E/\partial T=k_Bx^2e^x/(e^x-1)^2$ and $d\omega/2\pi=(k_BT/h)\,dx$, so

$$\mathcal G=\frac{k_B^2T}{h}\int_0^{\hbar\omega_m/k_BT}\frac{x^2e^x}{(e^x-1)^2}\,\mathcal T\,dx.\tag{13}$$

**High temperature.** The thermal factor $x^2e^x/(e^x-1)^2$ tends to 1, and $\mathcal G\to(k_B\omega_m/2\pi)F$ with $F=\int_0^1\mathcal T\,dy$. Put $b=1-\varepsilon^2$ and take $0<|\varepsilon|<1$. The integrand (11) splits as

$$\frac{1-y^2}{1-by^2}=\frac1b-\frac{1-b}{b}\,\frac1{1-by^2}.$$

Since $\int_0^1dy/(1-by^2)=\mathrm{artanh}(\sqrt b)/\sqrt b$,

$$F=\frac{1}{1-\varepsilon^2}\left[1-\varepsilon^2\,\frac{\mathrm{artanh}\sqrt{1-\varepsilon^2}}{\sqrt{1-\varepsilon^2}}\right].\tag{14}$$

**Low temperature.** Let $\tau=k_BT/\hbar\omega_m\ll1$ at fixed $\varepsilon$. Then $y=\tau x$ and $\mathcal T\simeq1-\varepsilon^2\tau^2x^2$. Extending the upper limit of (13) to infinity costs an exponentially small error. Integration by parts and expansion of $1/(e^x-1)$ in powers of $e^{-x}$ give

$$\int_0^\infty\frac{x^2e^x\,dx}{(e^x-1)^2}=2\int_0^\infty\frac{x\,dx}{e^x-1}=\frac{\pi^2}{3},\qquad
\int_0^\infty\frac{x^4e^x\,dx}{(e^x-1)^2}=4\int_0^\infty\frac{x^3\,dx}{e^x-1}=\frac{4\pi^4}{15}.$$

The values follow from $\sum_k k^{-2}=\pi^2/6$ and $\sum_k k^{-4}=\pi^4/90$. Their ratio is $4\pi^2/5$, and to this order

$$\mathcal G\simeq\frac{\pi^2k_B^2T}{3h}\left[1-\frac{4\pi^2}{5}\varepsilon^2\tau^2\right].\tag{15}$$

The expansion needs $|\varepsilon|\tau\ll1$ as well as $\tau\ll1$, so (15) holds only while its correction term is small; a very heavy defect confines it to lower temperatures. The prefactor is the conductance quantum of one perfectly transmitting mode. The defect does not alter it in the limit $T\to0$, because the thermal waves then become long.

## Worked example

Take the round parameters $m=4\times10^{-26}$ kg, $K=20$ N/m, $a=0.30$ nm and $\varepsilon=0.5$. They represent no particular material. The band top is

$$\omega_m=2\sqrt{\frac{20}{4\times10^{-26}}}\ \mathrm{s^{-1}}=44.72\ \mathrm{rad/ps}.$$

At $\theta=\pi/2$ the tangent is 1, so $\mathcal T=1/(1+0.25)=0.800$. The other values show the two limits:

| $qa/\pi$ | $\omega$ (rad/ps) | $\mathcal T$ |
|---|---|---|
| 0.10 | 6.996 | 0.9938 |
| 0.50 | 31.62 | 0.8000 |
| 0.90 | 44.17 | 0.0912 |
| 0.99 | 44.72 | 0.00099 |

Half transmission occurs at $44.72/\sqrt{1.25}=40.00$ rad/ps, where $qa=0.705\pi$. For this defect, strong blocking therefore occupies only a small part of the frequency range: between $qa=0.9\pi$ and the edge, $\omega$ changes by about 1%. A light defect with $\varepsilon=-0.5$ has the same transmission, and also a bound mode at $44.72/\sqrt{0.75}=51.64$ rad/ps. Successive displacements away from that defect have the ratio $-0.5/1.5=-0.333$.

The temperature scale is $\hbar\omega_m/k_B=341.6$ K. At 10 K, $\tau=10/341.6=0.0293$, and (15) predicts a conductance ratio of $1-7.896\times0.25\times0.0293^2=0.9983$ relative to the perfect chain. The full integral gives 9.448 pW/K against 9.464 pW/K, also a ratio of 0.9983.

At 300 K the conductance falls from 94.9 to 79.0 pW/K, a ratio of 0.833. The classical ratio from (14) is $F=0.826$. The ratio at 300 K is higher because the thermal factor in (13) decreases with frequency. It gives more relative weight to the low frequencies, where $\mathcal T$ is larger.

The numerical output also contains two direct simulations. A wave packet centred near $qa=2$ transmits the energy fraction 0.6224, equal to (1) averaged over its spectrum to the digits shown. For heat, a finite chain was started with its left half hot and the rest cold, and the current was averaged before the disturbance that starts at the junction could return from the ends. The results lie about 0.3% (classical) and 0.7% (quantum) below (12), within the test tolerance of 1%. This comparison therefore checks (12) only to about 1%.

## Table of computed values

```
mass m = 4.0e-26 kg, spring K = 20.0 N/m
spacing a = 0.30 nm, |dm|/m = 0.50
band top w_m = 44.721 rad/ps
band top w_m/(2 pi) = 7.118 THz
long-wave speed = 6708.2 m/s
hbar w_m/kB = 341.59 K
heavy defect: qa/pi, w (rad/ps), T, phase of t (rad)
  0.01  0.7025  0.999938  0.0079
  0.10  6.9960  0.993768  0.0790
  0.50  31.6228  0.800000  0.4636
  0.90  44.1708  0.091192  1.2640
  0.99  44.7158  0.000986  1.5394
T = 1/2 at w = 40.000 rad/ps, qa/pi = 0.7048
light defect: bound mode w_L = 51.640 rad/ps
bound mode: u_(n+1)/u_n for n>=0 = -0.3333
conductance: temperature (K), perfect, defect (pW/K), ratio
  10  9.4643  9.4480  0.99828
  300  94.8631  79.0225  0.83302
low-temperature law, ratio at 10 K = 0.99831
classical limit, perfect = 98.2694 pW/K
classical limit, defect = 81.2134 pW/K
classical ratio F = 0.82644
wave packet, qa near 2, dm/m = 0.5: T = 0.622354
formula averaged over the packet: T = 0.622354
joined halves: law, dm/m, direct J, formula J (K=m=hbar=kB=1)
left temperature: 1 (classical), 0.5 (quantum); right: 0
  classical  +0.5  0.26223  0.26306
  classical  -0.5  0.26218  0.26306
  quantum  +0.5  0.05727  0.05769
  quantum  -0.5  0.05726  0.05769
```
